# Light and heavy holes along [001] at large wave vector

**Problem.** Near $k=0$, the top of the valence band in a diamond or zinc-blende semiconductor is described approximately by the six-band model: three orbitals X, Y, Z with two spin directions, kinetic terms of second order in $k$, and spin-orbit coupling that doesn't depend on $k$. Energies are hole energies, positive downward from the valence top. With Luttinger parameters $\gamma_1,\gamma_2,\gamma_3$, the orbital part of the Hamiltonian has the elements

$$
H_{ii}=\frac{\hbar^2}{2m_0}\left[(\gamma_1-2\gamma_2)k^2+6\gamma_2k_i^2\right],\qquad
H_{ij}=\frac{\hbar^2}{2m_0}\,6\gamma_3k_ik_j\quad(i\neq j),
$$

and is diagonal in spin. The spin-orbit part separates the six states at $k=0$ into four at energy 0 ($j=3/2$) and two at the split-off energy $\Delta>0$ ($j=1/2$). There is no strain, and $\gamma_2>0$.

Let $\mathbf k$ point along [001]. How does the light-hole band, meaning the branch that starts as the light hole at $k=0$, lie relative to the heavy-hole band in this model when $k$ is large?

## A tempting solution

Put $k_x=k_y=0$, $k_z=k$, and define

$$
t=\frac{\hbar^2k^2}{2m_0},\qquad P=\gamma_1t,\qquad q=2\gamma_2t .
$$

The off-diagonal orbital elements vanish, and the orbital energies are

$$
E_X=E_Y=(\gamma_1-2\gamma_2)t=P-q,\qquad E_Z=(\gamma_1+4\gamma_2)t=P+2q .
$$

At large $k$ these energies grow without bound, while $\Delta$ stays fixed. So one drops $\Delta$. Four states, X and Y with either spin, then lie at $P-q$, and two lie at $P+2q$. The lower four are the heavy and light holes. The conclusion is that the two bands merge, with zero displacement.

## Where it fails

The orbital energies are right, and $\Delta$ is indeed small compared with them. But the question concerns the difference between two levels that are degenerate once $\Delta$ is dropped. A perturbation acting within a degenerate set can split it in first order, however large the common energy of the set. Small compared with $q$ doesn't mean small compared with zero. The spin-orbit term must therefore be kept, at least within the four transverse states. Keeping it in full also shows how the limit is approached.

## The right solution

**Spin-orbit term.** The three orbitals act as a triplet with orbital angular momentum 1. With $\mathbf L$ and $\mathbf S$ in units of $\hbar$,

$$
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-2-\tfrac34\right]=
\begin{cases}+\tfrac12,& j=3/2\\ -1,& j=1/2.\end{cases}
$$

The operator with eigenvalues 0 and $\Delta$ on these two sets is

$$
H_{so}=\frac{\Delta}{3}\left(1-2\,\mathbf L\cdot\mathbf S\right).
$$

**Heavy hole.** Combine X and Y into states $|m=\pm1\rangle\propto X\pm iY$, and let $|m=0\rangle$ be Z. Since X and Y are degenerate on [001], the orbital part is diagonal in $m$, and $J_z=m+s$ (with $s=\pm\tfrac12$ the spin projection) is conserved. The state $|1,\uparrow\rangle$ is the sole one with $J_z=3/2$, so it is an eigenstate. It has $\mathbf L\cdot\mathbf S=1/2$, hence no spin-orbit energy, and

$$
E_{HH}=P-q=(\gamma_1-2\gamma_2)t .
$$

The same holds for $|-1,\downarrow\rangle$.

**Light hole and split-off hole.** Two states have $J_z=1/2$: $|1,\downarrow\rangle$ and $|0,\uparrow\rangle$. Write

$$
\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).
$$

The term $L_zS_z$ gives $-1/2$ in the first state and 0 in the second, so the diagonal spin-orbit energies are $2\Delta/3$ and $\Delta/3$. Because $L_+|0\rangle=\sqrt2\,|1\rangle$, the off-diagonal element of $\mathbf L\cdot\mathbf S$ is $\sqrt2/2$, and that of $H_{so}$ is $-\sqrt2\Delta/3$. The block is

$$
\begin{pmatrix}
P-q+\tfrac{2\Delta}{3} & -\tfrac{\sqrt2\Delta}{3}\\[2pt]
-\tfrac{\sqrt2\Delta}{3} & P+2q+\tfrac{\Delta}{3}
\end{pmatrix}.
$$

Reversing all angular momenta gives the $J_z=-1/2$ block with the same eigenvalues.

The mean of the diagonal elements is $P+(q+\Delta)/2$, and their difference is $3q-\Delta/3$. The eigenvalues are therefore

$$
E_\mp=P+\frac{q+\Delta}{2}\mp\frac R2,
$$

$$
R^2=\left(3q-\frac{\Delta}{3}\right)^2+4\cdot\frac{2\Delta^2}{9}=9q^2-2q\Delta+\Delta^2 .
$$

From its first form, $R^2\ge 8\Delta^2/9$. The branches never meet, and each can be followed from small to large $k$. At small $k$, $R\approx\Delta-q$, so $E_-\approx P+q=(\gamma_1+2\gamma_2)t$ and $E_+\approx P+\Delta$. The first is the light hole and the second the split-off hole.

**Separation.** Subtracting $E_{HH}=P-q$ from $E_-$ gives

$$
S\equiv E_{LH}-E_{HH}=\frac{3q+\Delta-R}{2}.
$$

For $q\gg\Delta$, take $3q$ out of the root and use $\sqrt{1+u}\approx1+u/2-u^2/8$ with $u=-2\Delta/(9q)+\Delta^2/(9q^2)$:

$$
R=3q\left[1-\frac{\Delta}{9q}+\frac{\Delta^2}{18q^2}-\frac{\Delta^2}{162q^2}+\dots\right]
=3q-\frac{\Delta}{3}+\frac{4\Delta^2}{27q}+\dots
$$

Hence

$$
\boxed{\,S=\frac{2\Delta}{3}-\frac{2\Delta^2}{27q}+O\!\left(\frac{\Delta^3}{q^2}\right)}
$$

The displacement tends to two thirds of the split-off energy. In electron energy, the light-hole band lies below the heavy-hole band by this amount.

**Parallel bands.** The slopes must agree too. Differentiation gives

$$
\frac{dS}{dq}=\frac12\left(3-\frac{9q-\Delta}{R}\right),\qquad
9R^2-(9q-\Delta)^2=8\Delta^2>0 .
$$

Thus $|9q-\Delta|<3R$ and $dS/dq>0$: the separation rises steadily and approaches its limit from below. At large $q$, $dS/dq\approx2\Delta^2/(27q^2)$. Since $q\propto k^2$, $dq/dk=2q/k$, and

$$
\frac{dS}{dk}\approx\frac{4\Delta^2}{27qk}\propto k^{-3}\to0 .
$$

The light-hole mass, defined by the curvature of the band, is $m_0/(\gamma_1+2\gamma_2)$ near $k=0$ and tends to the heavy-hole value $m_0/(\gamma_1-2\gamma_2)$ at large $k$. The passage isn't steady: while $S$ levels off, the light-hole curvature falls below that of the heavy hole before returning to it.

**Meaning.** The mixing element $\sqrt2\Delta/3$ is fixed, while the distance between the transverse orbitals and Z grows as $3q$. The Z amplitude in the light hole falls as $\sqrt2\Delta/(9q)$, and its weight as $2\Delta^2/(81q^2)$. What remains is a transverse orbital with spin opposed to its orbital moment. The heavy hole has the same kind of orbital with spin along the moment. Equal orbitals give equal kinetic energy, and the term $-(2\Delta/3)L_zS_z$ separates the two by $2\Delta/3$.

## How large is large?

Set $S=s$, so that $R=3q+\Delta-2s$. Squaring and cancelling $9q^2$ gives

$$
-2q\Delta+\Delta^2=6q(\Delta-2s)+(\Delta-2s)^2 .
$$

Collecting the terms in $q$ gives $4s(\Delta-s)=4q(2\Delta-3s)$. For a fraction $f$ of the limit, $s=2f\Delta/3$, and

$$
\frac q\Delta=\frac{f(3-2f)}{9(1-f)} .
$$

Half the limit needs $q/\Delta=0.222$, while 95 % needs 2.322.

Take round parameters in the regime of silicon, rough typical values: $\gamma_1=4.3$, $\gamma_2=0.35$, $\gamma_3=1.4$, $\Delta=45$ meV. The limit is $2\times45/3=30$ meV, or 0.030 eV. Diagonalizing the six-band matrix gives:

| $k$ (nm⁻¹) | $E_{HH}$ (meV) | $E_{LH}$ (meV) | $S$ (meV) | Z weight of LH |
|---|---|---|---|---|
| 0.25 | 8.57 | 11.78 | 3.21 | 0.615 |
| 0.50 | 34.29 | 45.43 | 11.14 | 0.441 |
| 1.00 | 137.16 | 160.85 | 23.69 | 0.081 |
| 2.00 | 548.64 | 577.17 | 28.53 | 0.005 |

At $k=2$ nm⁻¹, $t=38.10\times4=152.4$ meV and $q=0.70\times152.4=106.7$ meV. The root is $R=308.0$ meV, so $S=(320.0+45.0-308.0)/2=28.5$ meV. The expansion gives $30-2\times45^2/(27\times106.7)=28.6$ meV. The light-hole velocity exceeds the heavy-hole velocity by 0.3 %. The tempting answer, zero, misses a displacement that is about 5 % of the heavy-hole energy.

## When the result changes

**Negative $\gamma_2$.** Then $q=-|q|$ and $R\approx3|q|+\Delta/3$. The upper root tends to $P+|q|+2\Delta/3$, and the $J_z=\pm3/2$ band is at $P+|q|$. With this sign the $J_z=\pm3/2$ band is the light hole, with mass $m_0/(\gamma_1+2|\gamma_2|)$. The split-off band runs parallel to it, while the branch that starts as the heavy hole moves away.

**Other directions.** On [111], each $k_i^2=k^2/3$. The orbital matrix has diagonal $\gamma_1t$ and off-diagonal $2\gamma_3t$, with eigenvalues $(\gamma_1+4\gamma_3)t$ once and $(\gamma_1-2\gamma_3)t$ twice. This is the [001] pattern with $\gamma_2$ replaced by $\gamma_3$. Since $\mathbf L\cdot\mathbf S$ has the same form about any axis, the limit is again $2\Delta/3$ for $\gamma_3>0$. On [110] the orbital energies are $(\gamma_1+\gamma_2\pm3\gamma_3)t$ and $(\gamma_1-2\gamma_2)t$. For the present parameters they are all different, and at large $k$ the separation of the two lowest bands grows as $k^2$.

**Split transverse orbitals.** Suppose a perturbation separates two real transverse orbitals by $D$, with Z far away. For spin up, $H_{so}$ within this pair is $\Delta/3-(\Delta/3)L_z$. In the real basis $L_z$ is off-diagonal, with elements $\pm i$, so the separation becomes

$$
S=\sqrt{D^2+\left(\frac{2\Delta}{3}\right)^2}.
$$

A tilt of $\mathbf k$ toward [100] does this by mixing X with Z. At $k=2$ nm⁻¹ and a tilt of 5°, the mixing element is $6\gamma_3t\sin5^\circ\cos5^\circ=111$ meV. The corresponding two-by-two orbital matrix gives $D\approx32.8$ meV, so the formula predicts about 44 meV. Full diagonalization gives 43.6 meV. At 1° it gives 28.6 meV, almost the untilted value. At a fixed small tilt, however, $D$ grows as $k^2$ when $|\gamma_3|\neq\gamma_2$, so for the present parameters the bands move apart at larger $k$ and there is no parallel limit. If $\gamma_3=\gamma_2$, the model is isotropic, $D=0$, and the limit $2\Delta/3$ holds in every direction.

## The model beside silicon

The parameters are near those of silicon, but the model's nearly parallel region lies far above the thermal energy at 300 K, $k_BT=25.9$ meV. The heavy-hole energy reaches this value at $k=0.43$ nm⁻¹, where the separation is 8.8 meV. At $k=2$ nm⁻¹ the heavy-hole Boltzmann factor is $6\times10^{-10}$, so thermal holes in the bulk hardly reach this part of the [001] axis. An assumed scattering time of 20 fs gives a broadening $\hbar/\tau=33$ meV, comparable with the separation, so the two broadened bands overlap strongly.

Remote bands matter as well. As an estimate, let a conduction triplet, roughly 3.4 eV above the valence top and without spin-orbit coupling of its own, supply the whole transverse $k^2$ term beyond the free-electron part, and leave the Z term unchanged. At $k=2$ nm⁻¹ this lowers the heavy-hole energy from 549 to 444 meV, but the separation from 28.5 to 25.2 meV, a reduction of 12 %. The valence share of the transverse states is then 0.87, which reduces 30 meV to 26.1 meV; residual mixing with Z removes the other 0.9 meV. This estimate understates the reduction for silicon, whose conduction triplet has a spin-orbit splitting of its own, roughly 30 meV with $j=3/2$ higher in electron energy. On [001] valence X couples to conduction Y and valence Y to conduction X, so the admixed part has reversed $L_z$ and subtracts a further $0.13\times2\times30/3=2.6$ meV. The separation at $k=2$ nm⁻¹ is then about 22.6 meV, a reduction of 21 %. The valence share keeps falling as $k$ grows, so with the remote triplet included the separation passes through a maximum and then decreases. The constant limit $2\Delta/3$ is therefore a property of the six-band model, and silicon itself shouldn't be expected to show a true plateau.

Strain breaks another assumption. Biaxial strain in the (001) plane keeps X and Y degenerate and adds a constant to their distance from Z, so the large-$k$ limit in this model survives. Uniaxial stress along [110] splits the transverse pair. If that splitting were $D=30$ meV, the limiting separation would be $\sqrt{30^2+30^2}=42$ meV instead of 30 meV.

## Values computed for the example and the checks

```
INPUTS (round model values, roughly silicon-like)
gamma1, gamma2, gamma3 = 4.3, 0.35, 1.4 (no unit)
split-off energy Delta = 45.0 meV
hbar^2/(2 m0) = 38.100 meV nm^2
limit 2 Delta/3 = 30.00 meV = 0.0300 eV
BANDS ON [001], hole energy, by diagonalization
k (1/nm) | q/Delta | HH | LH | SO | LH-HH (meV) | Z weight of LH
 0.25 |  0.037 |    8.57 |   11.78 |   55.37 |   3.21 | 0.6147
 0.50 |  0.148 |   34.29 |   45.43 |   88.15 |  11.14 | 0.4415
 1.00 |  0.593 |  137.16 |  160.85 |  238.48 |  23.69 | 0.0813
 2.00 |  2.371 |  548.64 |  577.17 |  885.14 |  28.53 | 0.0048
DETAILS AT k = 2 1/nm
t = 152.40 meV, P = 655.32 meV, q = 106.68 meV
R = 307.97 meV
separation from closed formula = 28.53 meV
first correction 2 Delta^2/(27 q) = 1.41 meV
limit minus first correction = 28.59 meV
HH velocity = 8.335e+07 cm/s
LH velocity = 8.358e+07 cm/s
LH/HH velocity ratio = 1.0028
APPROACH TO THE LIMIT
50 % of limit at k = 0.612 1/nm, q/Delta = 0.222
95 % of limit at k = 1.979 1/nm, q/Delta = 2.322
LH mass near k = 0: 0.2000 m0
LH mass at k = 20 1/nm (model only): 0.2778 m0
HH mass: 0.2778 m0
OTHER DIRECTIONS (mathematical limit of the model)
[111], k = 40 1/nm: separation = 30.00 meV
[110], k from 10 to 20 1/nm: separation grows by 4.000 times
NEGLECTED EFFECTS AT k = 2 1/nm
k / (2 pi/a), rough a = 0.543 nm: 0.173
remote triplet, rough gap = 3.4 eV
HH energy without, with remote = 548.6, 444.0 meV
LH-HH without, with remote = 28.53, 25.18 meV
LH-HH with k tilted 1 deg to [100] = 28.58 meV
LH-HH with k tilted 5 deg to [100] = 43.58 meV
broadening hbar/tau, assumed tau = 20 fs: 32.9 meV
kT at 300 K = 25.85 meV
Boltzmann factor of HH state = 6.1e-10
k where HH energy equals kT = 0.434 1/nm
LH-HH at that k = 8.83 meV
```
